# Does Cahn–Hilliard with mobility 1−u² give pure surface diffusion?

## Question

I want to follow the shape of small voids in a copper line with a phase-field model. Surface diffusion should be the only transport path. My equations are

$$u_t=\nabla\cdot(M\nabla\mu),\qquad \mu=u^3-u-\varepsilon^2\nabla^2u,\qquad M=\max(1-u^2,0),$$

with the smooth double well $f=(1-u^2)^2/4$. The mobility is zero at $u=\pm1$, so I expected both bulk phases to be closed. Any leak should then be an effect of finite interface width and should disappear as $\varepsilon\to0$. Yet an isolated void slowly loses volume to a distant free surface. Is it enough to refine the interface?

## Answer

No. The weak point is the step from "$M$ vanishes at $u=\pm1$" to "the bulk is closed". Around a void the metal does not sit at its well, $|u|=1$. It is displaced by an amount of order $\varepsilon$, which gives it a mobility of order $\varepsilon$. Compare the two paths for the same gradient of $\mu$:

- the interface has mobility of order 1 in a layer of thickness of order $\varepsilon$;
- the bulk has mobility of order $\varepsilon$ over a thickness of order 1.

Both conduct at order $\varepsilon$, so refinement does not separate them. The coefficients follow from matching the interface to the bulk.

### Conventions

Lengths are scaled so that radii of curvature are of order 1, and $\varepsilon\ll1$. The normal $n$ points from the phase $u\approx+1$ to the phase $u\approx-1$, and $V$ is the interface velocity along $n$. The curvature $\kappa$ is positive where the $+$ phase is convex, so a disc of $+$ phase with radius $R$ has $\kappa=1/R$. I treat $\kappa>0$ and solutions that stay within $|u|\le1$. The case $\kappa<0$ follows from the symmetry $u\to-u$.

### The interface fixes $\mu$

Let $x$ be the distance from the interface along $n$. The leading profile satisfies $\varepsilon^2u_{xx}=u^3-u$, so

$$u=-\tanh\frac{x}{\sqrt2\,\varepsilon}.$$

Across the interface $\mu$ is constant at leading order, because the fluxes are only of order $\varepsilon^2$. With $\nabla^2u\simeq u_{xx}+\kappa u_x$, multiply the definition of $\mu$ by $u_x$ and integrate across the layer:

$$\mu\,[u]=\Big[f-\tfrac12\varepsilon^2u_x^2\Big]-\kappa\,\varepsilon^2\!\int u_x^2\,dx .$$

The jump is $[u]=-2$, and the bracket on the right is of order $\varepsilon^2$. Therefore

$$2\mu=\sigma\kappa,\qquad \sigma=\varepsilon^2\!\int u_x^2dx=\frac12\int\operatorname{sech}^4\!\frac{x}{\sqrt2\varepsilon}\,dx=\frac{2\sqrt2}{3}\,\varepsilon,\qquad \mu=\frac{\sqrt2}{3}\,\varepsilon\kappa .$$

### The bulk opens on one side

In the $-$ phase write $u=-1+\delta$. Then $u^3-u=2\delta+O(\delta^2)$, while the gradient term is of order $\varepsilon^3$. Hence $\delta=\mu/2$ and

$$M=1-u^2=2\delta-\delta^2=\mu+O(\mu^2).$$

The bulk flux is $-\mu\nabla\mu=-\nabla(\mu^2/2)$, of order $\varepsilon^2$. The interface moves on times of order $\varepsilon^{-2}$, so the storage term $\delta_t$ is of order $\varepsilon^3$ and drops out. What remains is

$$\nabla^2(\mu^2)=0 .$$

This is the stationary form of porous-medium diffusion.

On the other side a positive $\mu$ would call for $u=1+\mu/2$, which $|u|\le1$ excludes. There $u=1$ and $M=0$. I take the profile to reach $u=1$ at a free edge with zero slope. This is a selection, not a consequence of the flux balance: a kink would make $\mu$ singular only where $M=0$, and steady states with a kinked edge and a lower $\mu$ also exist. Everything below refers to the zero-slope state.

To locate the edge, put $v=1-u$ and let $\xi$ be the distance from it. Linearizing gives $\mu=\varepsilon^2v''-2v$ with $v=v'=0$ at $\xi=0$, so

$$v=\frac\mu2\Big(\cosh\frac{\sqrt2\,\xi}{\varepsilon}-1\Big).$$

If the edge lies a distance $d$ inside the interface, the growing part $(\mu/4)e^{\sqrt2\xi/\varepsilon}$ must match the tail $2e^{-\sqrt2(d-\xi)/\varepsilon}$ of the tanh profile. This gives $d=(\varepsilon/\sqrt2)\ln(8/\mu)$.

### Mass balance

When the interface advances, unit area gains $u$ at the rate $2V$. Two fluxes supply it.

Along the interface the integrated mobility is
$$\int\operatorname{sech}^2\!\frac{x}{\sqrt2\varepsilon}\,dx=2\sqrt2\,\varepsilon .$$
From the $-$ side the inflow is $\mu\,\partial_n\mu$, because the flux along $+n$ is $-\mu\,\partial_n\mu$ and carries material away. Thus

$$2V=2\sqrt2\,\varepsilon\,\nabla_s^2\mu+\mu\,\partial_n\mu .$$

Now set $\mu=(\sqrt2/3)\varepsilon k$, where $k=\kappa$ on the interface and $\nabla^2(k^2)=0$ in the $-$ phase. The coefficients become $\sqrt2\cdot\sqrt2/3=2/3$ and $\tfrac12\cdot\tfrac29=1/9$:

$$\boxed{V=\varepsilon^2\Big[\tfrac23\nabla_s^2\kappa+\tfrac19\,k\,\partial_nk\Big]}$$

Both terms carry $\varepsilon^2$. The second is quadratic in curvature, so it drops out of the linear theory of a flat surface. A decaying ripple on a flat film therefore cannot reveal it at that order.

### A disc separates the two terms

Take a disc $r=R+a\cos m\theta$. At $r=L$ a reservoir holds $\mu$ at the value of the unperturbed disc. To first order in $a$,

$$\kappa=\frac1R+\frac{(m^2-1)a}{R^2}\cos m\theta,\qquad \nabla_s^2\kappa=-\frac{m^2(m^2-1)a}{R^4}\cos m\theta .$$

The unperturbed $k=1/R$ is constant, so its perturbation $k_1$ obeys the ordinary Laplace equation with $k_1(L)=0$. For $m\ge1$ its radial part is proportional to $(L/r)^m-(r/L)^m$, and for $m=0$ to $\ln(L/r)$. Differentiating at $R$ gives $\partial_nk_1=-(g_m/R)\,k_1$, with

$$g_m=m\,\frac{1+q}{1-q},\quad q=\Big(\frac RL\Big)^{2m};\qquad g_0=\frac1{\ln(L/R)} .$$

Inserting these into the law, with $a\propto e^{-\lambda t}$,

$$\lambda_m=\frac{\varepsilon^2(m^2-1)}{R^4}\Big[\frac23m^2+\frac{g_m}{9}\Big].$$

For $L\to\infty$ and $m\ge2$ the bulk-to-surface ratio is $1/(6m)$, independent of $\varepsilon$.

The case $m=0$ is the decisive one. Surface diffusion conserves the area of the disc and gives $\lambda_0=0$. The model gives growth of the perturbation at the rate $\varepsilon^2/[9R^4\ln(L/R)]$: a disc slightly too large takes material from the reservoir, and one slightly too small loses it.

I linearized the full phase-field equation about its steady disc with $L=3$, $R\approx1$, and computed the slowest modes. The growth rate for $m=0$, times $R^4/\varepsilon^2$, is:

| $\varepsilon$ | full equation | sharp law |
|---|---|---|
| 0.05 | 0.1227 | 0.1011 |
| 0.016 | 0.1089 | 0.1011 |
| 0.004 | 0.1034 | 0.1011 |
| 0.001 | 0.1018 | 0.1011 |

The scaled rate tends to the predicted nonzero value, not to zero.

For $m=2$ and $\varepsilon=0.001$ the scaled decay rate is 8.688 on a grid of ten cells per $\varepsilon$ and 8.684 once the grid is refined, against 8.683 from the law. When I closed the mobility farther than $10\varepsilon$ outside the interface and left the rest unchanged, it fell to 8.01. Surface diffusion alone gives 8. The difference therefore comes from the bulk.

### Why convergence is slow

Just outside the interface the tail of the profile adds mobility:

$$M\simeq\mu+E,\qquad E=4e^{-\sqrt2x/\varepsilon}.$$

At a given flux the drop in $\mu$ is proportional to $\int dx/M$. The tail acts as if the bulk path were shorter by

$$s=\int_0^\infty\Big(1-\frac{\mu}{\mu+E}\Big)dx=\frac{\varepsilon}{\sqrt2}\int_0^4\frac{dE}{\mu+E}=\frac{\varepsilon}{\sqrt2}\ln\Big(1+\frac4\mu\Big),$$

where $dE=-(\sqrt2/\varepsilon)E\,dx$ was used. In the $m=0$ law, $\ln(L/R)$ becomes $\ln[L/(R+s)]$. At $\varepsilon=0.05$ this raises the prediction from 0.101 to 0.119, close to the computed 0.123. The error is thus of order $\varepsilon\ln(1/\varepsilon)$, and at practical widths it makes the leak larger than the sharp law says.

### A disc that dissolves

The linear problem does not probe how the bulk mobility varies in space. For that, put a sink with $\mu=0$ at $r=L$. Then

$$\mu^2=\mu_R^2\,\frac{\ln(L/r)}{\ln(L/R)},\qquad \mu\,\partial_r\mu\big|_R=-\frac{\mu_R^2}{2R\ln(L/R)} .$$

With $\mu_R=(\sqrt2/3)\varepsilon/R$ and $V=\tfrac12\mu\,\partial_r\mu$,

$$\frac{dR}{dt}=-\frac{\varepsilon^2}{18R^3\ln(L/R)} .$$

A uniform mobility $\mu_R$ would give twice this speed. A time-dependent radial solution with $\varepsilon=0.02$ and $L=3$ shrank from $R=0.987$ to $0.945$ at a mean speed of $2.35\times10^{-5}$. At the mean radius the law gives $2.17\times10^{-5}$, and $2.35\times10^{-5}$ with the tail shift. On the grid $u$ exceeded 1 by at most $2.7\times10^{-4}$. Surface diffusion alone would leave this disc unchanged.

### What this means for your void

By the symmetry $u\to-u$, a void in metal sends its spurious flux through the metal. Suppose you calibrate the model to the Mullins coefficient $B=D_s\delta_s\ell$. Here $D_s$ is the surface diffusivity, $\delta_s$ the surface layer thickness, $\ell=\gamma\Omega/k_BT$ the capillary length, $\gamma$ the surface energy and $\Omega$ the atomic volume. Then $\tfrac23\varepsilon^2$ corresponds to $B$, and the model solves

$$V=B\big[\nabla_s^2\kappa+\tfrac16\,k\,\partial_nk\big],$$

with curvature and normal now referred to the void.

Take a cylindrical void with $R=20$ nm at 673 K and an outer boundary at 60 nm. Rough typical copper values are $\gamma=1.7$ J/m², $D_s=1.0\times10^7$ nm²/s and $\delta_s=0.23$ nm. They give $\ell=2.13$ nm and $B=4.9\times10^6$ nm⁴/s, so $B/R^4\approx31$ s⁻¹.

**Shape relaxation.** Hold the outer boundary at the potential of the round void, as in the disc test, so that the round void is steady. For $m=2$ the surface term gives $12B/R^4=371$ s⁻¹. The bulk term adds $3\cdot\tfrac16\cdot2.05\,B/R^4=32$ s⁻¹, or 8.5 % of the surface term. The full model with $\varepsilon=1$ nm gives 402 s⁻¹. This agreement is closer than the $m=0$ results at the same width would suggest. I have not traced the reason, so do not count on it in other geometries.

**Loss of volume.** Now let the outer boundary be a stress-free sink with $\mu=0$. The sink law becomes $dR/dt=-B/[12R^3\ln(L/R)]$. Integrating down to $R=0$ with $L$ fixed,

$$t=\frac{12}{B}\int_0^{R}\rho^3\ln\frac L\rho\,d\rho=\frac{3R^4}{B}\Big(\ln\frac LR+\frac14\Big)=\frac{4.8\times10^5\times1.35}{4.9\times10^6}\ \text{s}\approx0.13\ \text{s}.$$

This is a leading-order estimate, and the law itself fails once $R$ is comparable with $\varepsilon$. The wall with $\mu=0$ is an idealization of a free surface. With a diffuse free surface at $L=3R$ and $\varepsilon/R\approx0.05$, the full equation loses volume about a third faster than this law.

For real lattice diffusion with atomic self-diffusivity $D_v$ (not the diffusivity of a vacancy) the flux of void volume is $-D_v\ell\nabla k$ with $\nabla^2k=0$. Then $dR/dt=-D_v\ell/[R^2\ln(L/R)]$, and

$$t=\frac{R^3}{3D_v\ell}\Big(\ln\frac LR+\frac13\Big).$$

With a rough $D_v=1.9\times10^{-3}$ nm²/s this is $9.5\times10^5$ s, about 11 days. Read it as an order of magnitude. An activation energy lower by 0.06 eV gives about 4 days, and letting the outer boundary be a free surface with its own curvature $1/L$ gives about 9 days.

Equating the two bulk fluxes at the void surface, for the same gradient of $k$, shows what the model assumes in effect: a lattice diffusivity $D_s\delta_s/(6R)=1.9\times10^4$ nm²/s, about $10^7$ times the assumed real one. A change of $\pm0.2$ eV in the assumed surface activation energy moves this ratio by a factor of about 30 either way.

### Beside a real copper line

These rates describe an isotropic, stress-free void with a clean surface. A fourfold variation of only 2 % in $\gamma$ changes the surface stiffness $\gamma+\gamma''$ locally by up to $15\times2\,\%=30\,\%$. It splits the two $m=2$ decay rates by about $-13$ % and $+17$ %, more than the 8.5 % error in the shape rate. For the lattice path, the linearized Gibbs–Thomson relation is off by about 5.5 % at $R=20$ nm and by more as the void shrinks; over the whole closure it shortens the time by about 8.5 %. At 2 MA/cm², with 4 µΩ cm and an effective charge number of 5, the electromigration force $|Z^*|eE$ in the far field $E$ is about 1.3 % of the capillary scale $\gamma\Omega/R^2$, and up to twice that at the void surface, where the field is concentrated. It barely deforms the void. Capillarity does not resist translation, however, so a round void drifts at $2D_s\delta_s|Z^*|eE/(k_BTR)\approx16$ nm/s, about one radius per second.

For closure, two other omissions matter more. A grain boundary meeting the void, with a diffusivity about 3 % of the surface value, offers a far faster path than the lattice. And the capillary pressure $\gamma/R$ is about 85 MPa, so a tensile stress of that size would cancel the drive to close. The 11 days are therefore a reference for lattice diffusion alone, not a forecast.

### What to change

Refining $\varepsilon$ at fixed $B$ leaves the bulk term in place. A more degenerate mobility, $M=(1-u^2)^2$, does reduce it. The test below uses it clipped to zero for $|u|>1$. Unclipped, $u$ exceeds 1 by about $\mu/2$ inside the convex phase, so both sides are open, though the radial leak changes by only a few percent. The bulk mobility becomes $\mu^2$, and the integrated interface mobility becomes $4\sqrt2\,\varepsilon/3$. The surface term is then

$$V=\frac12\cdot\frac{4\sqrt2}{3}\varepsilon\cdot\frac{\sqrt2}{3}\varepsilon\,\nabla_s^2\kappa=\frac49\varepsilon^2\nabla_s^2\kappa .$$

For $m=0$, $V=\tfrac12\mu^2\partial_n\mu$ gives the growth rate

$$\frac12\cdot\frac{2\varepsilon^2}{9R^2}\cdot\frac{\sqrt2\,\varepsilon}{3R^3\ln(L/R)}=\frac{\sqrt2}{27}\,\frac{\varepsilon^3}{R^5\ln(L/R)} .$$

At $\varepsilon=0.001$ and $L=3$ the full equation gives $0.0480\,\varepsilon^3/R^5$, against $0.0477$ from this formula.

At fixed $B$, $R$ and $L$, the $m=0$ growth rate in units of $B/[R^4\ln(L/R)]$ changes from $1/6$ to $(\sqrt2/27)/(4/9)\,\varepsilon/R=0.118\,\varepsilon/R$. For $\varepsilon/R=0.05$ that is about 28 times smaller at leading order. For loss to a sink the bulk obeys $\nabla^2(\mu^3)=0$, so $dR/dt=-(\sqrt2/36)B\varepsilon/[R^4\ln(L/R)]$, about 42 times slower than before at that width, again at leading order. With this mobility the leak does vanish as $\varepsilon\to0$, but only in proportion to $\varepsilon$. For the copper void above with $\varepsilon=1$ nm the implied lattice diffusivity is still about $4\times10^5D_v$, and the leading-order law closes the void in about 4 s instead of 11 days; at this width the full equation starts about 40 % faster still. Matching $D_v$ would need $\varepsilon\approx3\times10^{-6}$ nm. Refinement makes the leak small against surface diffusion, not against real lattice diffusion. Before trusting a long run, measure the volume lost by an isolated void at your own $\varepsilon/R$ and compare it with the physical exchange you want to resolve.

The numerical output below lists the remaining values.

## Table of computed values

```
tension/eps = 0.94281, mobility integral/eps = 2.82843
model table, L = 3; rates times R^4/eps^2
eps    R       mu/(eps/R) M_bulk/mu edge_gap/eps
0.05   0.99998 0.47254    1.0122    4.150
0.016  0.99976 0.47175    1.0038    4.935
0.004  0.99984 0.47144    1.0009    5.911
0.001  1.00004 0.47135    1.0002    6.891
eps    growth m=0: full, law, law+tail | decay m=2: full, law
0.05   0.12271 0.10114 0.11925 | 8.6807 8.6833
0.016  0.10885 0.10112 0.10785 | 8.6905 8.6833
0.004  0.10335 0.10112 0.10314 | 8.6896 8.6833
0.001  0.10176 0.10114 0.10173 | 8.6881 8.6833
m=2, eps=0.001, bulk closed: 8.0095; surface law 8.0000
M=(1-u^2)^2, m=0 growth*R^5/eps^3: 0.04890 (eps 0.004),
  0.04800 (eps 0.001), law 0.04768
sink run, eps=0.02: R 0.98729 -> 0.94499, t 600 -> 2400
dR/dt: run -2.3498e-05, law -2.1748e-05, law+tail -2.3499e-05
dR/dt with double time step -2.3499e-05; max(u)-1 = 2.7e-04
void: T=673 K, R=20 nm, sink=60 nm, eps=1 nm
gamma=1.7 J/m^2, a=0.36 nm, D0=1e+13 nm^2/s
Q surface, boundary, lattice = 0.8, 1.0, 2.1 eV; kT=0.05799 eV
atomic volume=0.01166 nm^3, surface layer=0.2268 nm
D surface=1.021e+07, D lattice=1.880e-03 nm^2/s
capillary length=2.134 nm, B=4.943e+06 nm^4/s
m=2 rate: surface 370.7 /s, bulk term 31.7 /s
bulk/surface=8.54 %; full model at eps/R=0.05: 402.3 /s
void closure: model law 0.1310 s, lattice diffusion 9.519e+05 s
implied lattice D=1.930e+04 nm^2/s, 1.03e+07 times the real one
neglected effects:
stiffness anisotropy (4-fold 0.02): 30 %
linearized Gibbs-Thomson: 5.5 %
boundary/surface diffusivity: 3.2 %
lattice/surface rate, m=2: 8.1e-09
electromigration/capillarity at 2 MA/cm^2, 4 uohm cm, |Z*|=5: 1.3 %
```
